# Characteristic Tunnelling Energy of a Doped Schottky Barrier and Its Emission Regimes

## The contact and its barrier

A metal contact to an n-type semiconductor usually leaves a barrier between the metal's Fermi level and the conduction band. Donors near the interface lose their electrons, and their positive charge bends the band upward towards the metal. Heavier doping makes this barrier thinner. It also lowers the top through the image force, an effect left out of the model below. An electron can then cross in three ways: over the top, through the barrier near the Fermi level, or by thermal excitation part of the way up followed by tunnelling. Which of these carries the current, and what energy sets the scale?

Take a uniform density $N$ of fully ionized donors, permittivity $\varepsilon$ and one isotropic effective mass $m$. Let $y$ be the distance from the depletion edge towards the metal, which begins at $y=w$. Electron energies are measured from the bulk conduction-band edge, and $q>0$ is the elementary charge. In the depletion approximation there are no mobile electrons in $0<y<w$. Poisson's equation for the electron's potential energy $U$ is then

$$U''=\frac{q^2N}{\varepsilon},\qquad U(0)=U'(0)=0,$$

because the electrostatic potential has curvature $-qN/\varepsilon$ and the electron has charge $-q$. Integrating twice,

$$U(y)=\frac{q^2N}{2\varepsilon}y^2=\tfrac12m\omega^2y^2,\qquad \omega^2=\frac{q^2N}{m\varepsilon}.$$

The band bending is $U_b=U(w)$, so $w=\sqrt{2\varepsilon U_b/(q^2N)}$. At zero bias $U_b=\phi_b+\zeta$, where $\phi_b$ is the barrier height above the Fermi level and $\zeta$ is the Fermi level relative to the bulk band edge. The height $\phi_b$ is held fixed; image-force lowering, traps and the discreteness of donors are left out. The first omission is not small at high doping. With the interface field $F_w=2U_b/(qw)$, the classical lowering is about $\sqrt{q^3F_w/(4\pi\varepsilon)}$. For the contact treated at the end it grows from 0.0145 eV at $10^{21}\ \mathrm{m^{-3}}$ to about 0.30 eV at $10^{26}\ \mathrm{m^{-3}}$.

The claim to be derived is that the transmission at longitudinal energy $E=eU_b$, with $0<e<1$, has the leading exponential form $D=e^{-G}$, with

$$G(E)=\frac{U_b}{E_{00}}\,g(e),\qquad g(e)=\sqrt{1-e}-e\,\operatorname{arccosh}\frac1{\sqrt e},$$

$$E_{00}=\frac{\hbar\omega}{2}=\frac{q\hbar}{2}\sqrt{\frac{N}{m\varepsilon}}.$$

## First derivation: tunnelling at fixed energy

Inside the barrier the wave function changes at the rate $\kappa(y)=\sqrt{2m(U-E)}/\hbar$. The WKB approximation requires $\kappa$ to vary little over a distance $1/\kappa$, except near the turning point, where a connection formula is used. The probability carries twice the amplitude's exponent:

$$G(E)=\frac{2}{\hbar}\int_{y_E}^{w}\sqrt{2m\left(U(y)-E\right)}\,dy,\qquad y_E=w\sqrt e.$$

With $y=ws$ and $U=U_bs^2$,

$$G=\frac{2w\sqrt{2mU_b}}{\hbar}\int_{\sqrt e}^{1}\sqrt{s^2-e}\,ds.$$

Since $w=\sqrt{2U_b/m}/\omega$, the factor in front is $4U_b/(\hbar\omega)$. For the integral set $s=\sqrt e\cosh\theta$, with upper limit $\theta_1=\operatorname{arccosh}(1/\sqrt e)$:

$$\int_0^{\theta_1}e\sinh^2\theta\,d\theta=\frac e2\left(\sinh\theta_1\cosh\theta_1-\theta_1\right)=\frac12\left(\sqrt{1-e}-e\theta_1\right).$$

The last step uses $\cosh\theta_1=1/\sqrt e$ and $\sinh\theta_1=\sqrt{(1-e)/e}$. Multiplication gives $G=(2U_b/\hbar\omega)\,g(e)$, which is the claim. As $e\to0$, $g\to1$: $E_{00}$ is the energy by which the band bending is divided in the exponent at the bulk band edge.

The interface supplies a factor that the exponent omits. Consider the same transmission in the opposite direction, from metal to bulk, with unit transmitted flux in units of $\hbar/m$. The connection formula gives $|\psi(w)|^2=e^{G}/\kappa$ and $\psi'\simeq\kappa\psi$ up to the sign set by direction, with $\kappa$ now taken at the interface. In a metal of equal mass and wave number $p$, continuity gives an incident intensity $|A|^2=|\psi|^2(1+\kappa^2/p^2)/4$. Hence

$$\frac{1}{p|A|^2}=\frac{4p\kappa}{p^2+\kappa^2}\,e^{-G}.$$

Because $p^2+\kappa^2\ge2p\kappa$, this leading-order factor is at most 2. It can be small for a strong mismatch, and near the barrier top the approximation fails. It is left out of $D$ below, so exponents are more reliable than absolute resistances.

Direct integration of the Schrödinger equation tests both parts. At $e=0.3$, with the metal band bottom $U_b$ below the bulk band edge, the exponent gives $g=0.4737$ numerically and from the formula. The remaining factor is 1.910, against 1.908 from the interface expression.

## Second derivation: thermal density at the interface

The same exponent can be found without a tunnelling integral at fixed energy. Continue the parabola beyond $w$ for this purpose. States arriving from the semiconductor then decay into the barrier, and their density at $w$ contains the factor $e^{-G(E)}$. Replacing the continuation by a metal changes the prefactor, not this leading exponent.

Weight these states by $e^{-\beta E}$, where $\beta=1/(kT)$. Their thermal density at $w$ is the diagonal element of $\rho=e^{-\beta H}$. With $u=\hbar\beta$, this operator obeys

$$\hbar\frac{\partial\rho}{\partial u}=-H\rho .$$

Write $\rho(y,y';u)=A(u)e^{-S/\hbar}$. Two derivatives of the exponential give $S_y^2/\hbar^2-S_{yy}/\hbar$, so separating the terms yields

$$\frac{\partial S}{\partial u}+\frac{S_y^2}{2m}=U(y),\qquad \frac{A'}{A}=-\frac{S_{yy}}{2m}.$$

For the complete parabola the solution is

$$S=\frac{m\omega}{2\sinh\omega u}\left[(y^2+y'^2)\cosh\omega u-2yy'\right].$$

To check it, abbreviate $C=\cosh\omega u$ and $R=\sinh\omega u$. Then

$$\frac{\partial S}{\partial u}=\frac{m\omega^2}{2R^2}\left(-y^2-y'^2+2yy'C\right),$$

$$\frac{S_y^2}{2m}=\frac{m\omega^2}{2R^2}\left(y^2C^2-2yy'C+y'^2\right).$$

Their sum is $m\omega^2y^2(C^2-1)/(2R^2)=\tfrac12m\omega^2y^2$, as required. Also $S_{yy}=m\omega C/R$ is independent of position, so $A\propto R^{-1/2}$ solves the second equation. For small $u$, $S\to m(y-y')^2/(2u)$, the narrow Gaussian needed for the initial delta function.

On the diagonal at $w$,

$$\frac{S(w,w;u)}{\hbar}=\frac{m\omega w^2}{\hbar}\frac{C-1}{R}=\frac{2U_b}{\hbar\omega}\tanh\frac{\omega u}{2}=\frac{U_b}{E_{00}}\tanh\frac{E_{00}}{kT}.$$

The real band is flat for $y<0$, so the use of a full parabola needs justification. In imaginary time $\tau$, paths from $w$ back to $w$ have weight $\exp[-\hbar^{-1}\int(\tfrac12m\dot y^2+U)d\tau]$. The stationary path is

$$y(\tau)=w\frac{\cosh\omega\tau}{\cosh(\omega u/2)},\qquad -\frac u2<\tau<\frac u2,$$

which stays at positive $y$. Any path that reaches $y=0$ and returns has action at least

$$2\int_0^w\sqrt{2mU}\,dy=2m\omega\int_0^wy\,dy=m\omega w^2,$$

because $\tfrac12m\dot y^2+U\ge|\dot y|\sqrt{2mU}$. This exceeds $m\omega w^2\tanh(\omega u/2)$. The flat region therefore leaves the leading exponent unchanged, although it makes the spectrum continuous.

The energy-resolved exponent follows by Laplace's method. For large $U_b/E_{00}$, the thermal sum is controlled by the smallest value of $G(E)+\beta E$:

$$F(\beta)=\min_E\left[G(E)+\beta E\right]=\frac{U_b}{E_{00}}\tanh(\beta E_{00}).$$

At the minimum, the explicit derivative with respect to $\beta$ is $E$, so

$$E=F'(\beta)=\frac{U_b}{\cosh^2(\beta E_{00})}.$$

As $\beta$ runs from zero to infinity, this covers each energy between $U_b$ and zero once. Thus $e=1/\cosh^2(\beta E_{00})$, $\tanh(\beta E_{00})=\sqrt{1-e}$, and

$$G=F-\beta E=\frac{U_b}{E_{00}}\left[\sqrt{1-e}-e\operatorname{arccosh}\frac1{\sqrt e}\right].$$

This is the first result again. It also gives $E_{00}$ a meaning: it is the zero-point energy of an oscillator with the barrier's curvature, whose ground-state density at $w$ varies as $e^{-U_b/E_{00}}$. The depletion layer itself holds no such bound level.

## What the two derivations assume

Both use the depletion parabola, one mass, no scattering in the barrier and a large exponent. Their other assumptions differ.

The first treats each energy separately and assumes a slowly varying $\kappa$. It does not care how the states are occupied, so it applies directly to a degenerate semiconductor. It would also accept another barrier shape, with a different integral.

The second solves the thermal problem for a quadratic potential without a WKB wave function. It assumes Boltzmann weighting, and needs the path argument to replace the real band by a full parabola. Laplace's method then recovers $G(E)$. Once recovered, $G(E)$ is a property of the barrier and may be combined with Fermi occupation.

Neither derivation fixes the transmission near the top, where $G$ is of order one. There the interface and the rounding of the barrier matter. The prefactor is also unreliable within about $E_{00}$ of the bulk band edge: the turning point then lies too close to the flat band for the connection formula, and the true transmission vanishes as $\sqrt E$ when $E\to0$.

## From transmission to contact resistance

Let lateral momentum be conserved. A small voltage $V$ shifts the two Fermi functions by $qV$; the change of $D$ with voltage multiplies a difference that vanishes at zero bias. Including spin, with $\mathcal F$ the Fermi function of total energy and the integral taken over states moving towards the metal ($v_y>0$), the conductance per area is

$$\frac1\rho=\frac{2q^2}{(2\pi)^3}\int d^3k\,v_yD(E)\left(-\frac{\partial\mathcal F}{\partial E_{\rm tot}}\right).$$

Use $v_ydk_y=dE/\hbar$ and $2\pi k_tdk_t=(2\pi m/\hbar^2)dE_t$, where $t$ denotes the lateral direction. The integral over $E_t$ leaves the Fermi function at longitudinal energy:

$$\frac1\rho=K\int_0^\infty D(E)f(E)\,dE,\quad K=\frac{q^2m}{2\pi^2\hbar^3},\quad f=\frac1{1+e^{(E-\zeta)/kT}}.$$

Here $D=1$ is used above the top. The regimes follow from where $Df$ is concentrated.

### Thermionic-field emission

Well above the Fermi level, $f\simeq e^{(\zeta-E)/kT}$. With $a=E_{00}/kT$, the minimum found above gives

$$E_m=\frac{U_b}{\cosh^2a},\qquad (Df)_{\max}=e^{\zeta/kT-U_b/E_0},\qquad E_0=E_{00}\coth a.$$

For the width, differentiate $g$. The two terms in $1/(2\sqrt{1-e})$ cancel, leaving

$$g'=-\operatorname{arccosh}\frac1{\sqrt e},\qquad g''=\frac1{2e\sqrt{1-e}}.$$

Thus $1/\sigma^2=G''(E_m)=g''/(E_{00}U_b)$, or $\sigma^2=2E_{00}E_m\tanh a$. The Gaussian approximation is

$$\frac1\rho\simeq K\sqrt{2\pi}\,\sigma\,e^{\zeta/kT-U_b/E_0}.$$

It requires the peak to lie several widths from the top and the band edge, and above the Fermi level by enough for the Boltzmann form to hold across it.

### Thermionic limit

For small $a$, $\tanh^2a\simeq a^2$. The peak lies below the top by

$$U_b-E_m=U_b\tanh^2a\simeq\lambda^2kT,\qquad \lambda=\frac{E_{00}}{kT}\sqrt{\frac{U_b}{kT}}.$$

Similarly, $U_b/E_0=(U_b/kT)(\tanh a)/a\simeq U_b/kT-\lambda^2/3$. Thermionic emission therefore requires $\lambda\ll1$. Since $U_b\gg kT$, this is stricter than $E_{00}\ll kT$. The over-barrier part is

$$\frac1\rho\simeq K\int_{U_b}^{\infty}e^{(\zeta-E)/kT}dE=K\,kT\,e^{-\phi_b/kT}.$$

How quickly does tunnelling disappear? Put $E=U_b-tkT$. Near the top $g'\simeq-\sqrt{1-e}$, so $g\simeq\tfrac23(1-e)^{3/2}$ and $G\simeq2t^{3/2}/(3\lambda)$. The ratio of sub-barrier to over-barrier conductance is

$$r\simeq\int_0^\infty e^{t-2t^{3/2}/(3\lambda)}dt\simeq\Gamma\!\left(\tfrac53\right)\left(\frac{3\lambda}{2}\right)^{2/3}.$$

The last form sets $e^t\simeq1$, since the important $t$ is of order $\lambda^{2/3}$, and substitutes $z=2t^{3/2}/(3\lambda)$. The power $2/3$ makes the approach slow. This contribution comes from energies where $G$ is of order one, so its size belongs to the chosen $D$; the activated exponent is the firmer result.

### Field emission

In a degenerate semiconductor $\zeta>0$, and occupation stops rising below the Fermi level. Expand $\ln D$ there, with $x=E-\zeta$:

$$\ln D(E)\simeq\ln D(\zeta)+c_1x,\qquad c_1=\frac1{E_{00}}\operatorname{arccosh}\sqrt{\frac{U_b}{\zeta}}.$$

If the band bottom is far enough below $\zeta$ to extend the lower limit, $z=e^{x/kT}$ gives

$$\int Df\,dE\simeq D(\zeta)kT\int_0^\infty\frac{z^{c_1kT-1}}{1+z}dz=D(\zeta)\frac{\pi kT}{\sin(\pi c_1kT)}.$$

The integral converges for $0<c_1kT<1$. As $T\to0$ it tends to $D(\zeta)/c_1$, which is independent of temperature: this is field emission. The condition $c_1kT<1$ means $\cosh^2a>U_b/\zeta$, hence $E_m<\zeta$. At the limit $c_1kT=1$ the Boltzmann peak would sink to the Fermi level. Close to it the linear expansion fails, and the divergence of the formula is not physical. The crossover is gradual: in the linear form $Df$ peaks at $x=kT\ln[c_1kT/(1-c_1kT)]$, which reaches the Fermi level only at $c_1kT=\tfrac12$.

A large $E_{00}/kT$ alone is insufficient. If $\zeta<0$, tunnelling may occur near the band edge, but the supply of electrons still contains $e^{\zeta/kT}$.

## Four dopings of one model contact

Take $m=0.25m_e$, $\varepsilon=10\varepsilon_0$, $\phi_b=0.80$ eV and $T=300$ K, so $kT=25.85$ meV. Setting $E_{00}=kT$ gives

$$N_{=}=\frac{4m\varepsilon(kT)^2}{q^2\hbar^2}=4.85\times10^{24}\ \mathrm{m^{-3}}.$$

At $N=10^{25}\ \mathrm{m^{-3}}$, therefore, $E_{00}=25.85\sqrt{10/4.85}=37.1$ meV. The full numerical output lists the other cases; the resistivities here come from the integral over $Df$.

**$10^{21}\ \mathrm{m^{-3}}$, thermionic.** Here $\lambda=0.069$. The leading ratio is $r\simeq0.903(0.103)^{2/3}=0.20$; the integral puts a share 0.19 of the conductance below the top, or $r=0.19/0.81=0.23$. Even this thick barrier has a visible tunnelling correction in the model. The omitted image force is larger than this tunnelling correction: a lowering of 0.0145 eV would by itself raise the over-barrier emission by a factor $e^{0.0145/0.02585}\simeq1.8$. It also rounds the top, so the share below it falls to about 0.07 and the net fall of $\rho$ is a factor of about 1.5. The choice $D=1$ above the top errs the other way. With the exact transmission of the parabola ending in an abrupt metal step of equal mass, $\rho$ rises by a factor of about 2.7 for a metal band bottom $U_b$ below the bulk band edge, or about 5 for a metal Fermi energy of 5 eV, and the share below the top is about 0.10. Scattering is left out too. The last $kT$ of the barrier is about $kT/(qF_w)=18$ nm thick; unless the mean free path is clearly longer, diffusion through this region adds to the resistance. Cooling to 250 K raises $\rho$ by a factor 556, against 585 for over-barrier emission alone, where $\rho\propto e^{\phi_b/kT}/T$.

**$10^{24}\ \mathrm{m^{-3}}$, thermionic-field.** Although $E_{00}/kT=0.45$, $\lambda=2.5$ and 98% of the conductance lies below the top. The exponent changes from $U_b/kT=773/25.85=29.9$ to $U_b/E_0=773/27.6=28.0$. The ratio $E_{00}/kT$ alone does not show how little of the current passes over the top. The figure 98% belongs to the sharp parabola. Adding the image potential $-q^2/(16\pi\varepsilon x)$, with $x=w-y$, lowers the top by 0.087 eV, reduces the share below it to about 0.86 and lowers $\rho$ by a factor of about 4. The peak lies only 1.8 widths below the top, so the condition for the Gaussian form is not well met, although its resistivity is within 3% of the integral. Full ionization is also doubtful in the bulk at this doping: about half of isolated hydrogenic donors would be neutral, which lowers $\zeta$ by about 0.02 eV. Since $U_b$ falls by the same amount, the exponent $\zeta/kT-U_b/E_0$ changes by only 0.05.

**$10^{25}\ \mathrm{m^{-3}}$, thermionic-field.** The semiconductor is degenerate, with $\zeta=0.058$ eV, but $c_1kT=1.41$. The peak at $E_m=0.174$ eV is still above the Fermi level. Its width is $\sigma=\sqrt{2(0.0371)(0.174)(0.893)}=0.107$ eV, comparable with $E_m-\zeta$, so the Gaussian form is only a rough guide. It gives a resistivity 12% below the integral.

**$10^{26}\ \mathrm{m^{-3}}$, field.** Now $c_1kT=0.275$ and $\zeta=0.31$ eV. The formal $E_m$ is almost at the band edge and no longer locates the emission, which is governed by the Fermi level. There $e=0.3125/1.1125=0.281$ and $g=0.848-0.281(1.249)=0.497$, so $G=(1112.5/117.4)(0.497)=4.71$. Cooling to 250 K raises $\rho$ by 4%. The estimate is $\rho\simeq3\times10^{-11}\ \Omega\,\mathrm{m^2}$, or $3\times10^{-7}\ \Omega\,\mathrm{cm^2}$.

That last value shows the limits of the parabola. Retaining mobile electrons of density $n(U)$ in Poisson's equation and multiplying by $U'$ gives

$$\frac12U'^2=\frac{q^2}{\varepsilon}\left[NU-\int_0^U n(U_1)\,dU_1\right].$$

The field at a given $U$ is weaker than in the depletion approximation, so $G=2\int\kappa\,dU/U'$ is larger. At the highest doping it rises from 4.71 to 5.24, reducing $D(\zeta)$ by a factor $e^{0.53}\simeq1.7$. The correction is not confined to this case: at $10^{25}\ \mathrm{m^{-3}}$ the exponent at $E_m$ rises from 13.91 to 14.54, which lowers $D$ there by a factor 1.9. At the highest doping the width $w=3.5$ nm is also only 1.6 times the mean donor spacing $N^{-1/3}\simeq2.2$ nm, and at $10^{25}\ \mathrm{m^{-3}}$ the ratio is still only 2.1, so a smooth donor charge is itself doubtful in both cases. The image potential works the other way, lowering $\rho$ by factors of about 2.7 at $10^{25}$ and 2.2 at $10^{26}\ \mathrm{m^{-3}}$. A single mass is a further limit: the electron tunnels up to 0.7–0.8 eV below the local band edge, where a conduction-band mass holds only if the gap $E_g$ is much larger than the barrier. With the two-band form $\kappa^2\propto(U-E)\left[1-(U-E)/E_g\right]$, $\rho$ falls by factors of about 17, 8 and 2 at $10^{25}\ \mathrm{m^{-3}}$, and 4, 3 and 1.5 at $10^{26}\ \mathrm{m^{-3}}$, for $E_g=1.1$, 1.4 and 3.4 eV. At the highest doping the regime is clear; the absolute resistivity is an estimate of its order of magnitude.

## Calculated quantities

```
mass = 0.25 m_e, permittivity = 10 eps0
barrier phi = 0.80 eV, T = 300 K, kT = 25.85 meV
doping where E00 = kT: 4.847e+24 m^-3 = 4.847e+18 cm^-3
N = 1e+21 m^-3: regime thermionic
  E00 = 0.371 meV, E00/kT = 0.0144, lambda = 0.0687
  zeta = -0.2081 eV, Ub = 0.5919 eV, w = 808.81 nm
  Em = 0.5917 eV, E0 = 25.854 meV
  rho = 2.137e+01 ohm m^2, leading form = 2.630e+01 ohm m^2
  share below top = 0.1875, rho(250 K)/rho(300 K) = 556.4
N = 1e+24 m^-3: regime thermionic-field
  E00 = 11.742 meV, E00/kT = 0.4542, lambda = 2.4843
  zeta = -0.0267 eV, Ub = 0.7733 eV, w = 29.24 nm
  Em = 0.6334 eV, E0 = 27.606 meV
  rho = 5.214e-01 ohm m^2, leading form = 5.097e-01 ohm m^2
  share below top = 0.9802, rho(250 K)/rho(300 K) = 123.5
N = 1e+25 m^-3: regime thermionic-field
  E00 = 37.133 meV, E00/kT = 1.4364, lambda = 8.2745
  zeta = 0.0579 eV, Ub = 0.8579 eV, w = 9.74 nm
  Em = 0.1738 eV, E0 = 41.584 meV
  c1 = 54.494 1/eV, c1*kT = 1.4088
  rho = 1.009e-05 ohm m^2, leading form = 8.912e-06 ohm m^2
  share below top = 1.0000, rho(250 K)/rho(300 K) = 2.524
N = 1e+26 m^-3: regime field
  E00 = 117.424 meV, E00/kT = 4.5422, lambda = 29.7962
  zeta = 0.3125 eV, Ub = 1.1125 eV, w = 3.51 nm
  Em = 0.0005 eV, E0 = 117.451 meV
  c1 = 10.637 1/eV, c1*kT = 0.2750
  rho = 2.919e-11 ohm m^2, leading form = 2.571e-11 ohm m^2
  share below top = 1.0000, rho(250 K)/rho(300 K) = 1.041
rho at highest doping = 2.919e-07 ohm cm^2
purely activated rho(250 K)/rho(300 K) = 584.9
Schroedinger equation against WKB (metal depth = Ub):
  E/Ub = 0.1: g numerical 0.76688, formula 0.76684
    T/exp(-G) = 2.0001, interface factor = 1.9900
  E/Ub = 0.3: g numerical 0.47369, formula 0.47368
    T/exp(-G) = 1.9102, interface factor = 1.9079
  E/Ub = 0.6: g numerical 0.18512, formula 0.18516
    T/exp(-G) = 1.5941, interface factor = 1.6000
Exponent G, parabola against mobile electrons:
  N = 1e+24 m^-3, E = 0.6334 eV: 3.512 and 3.581
  N = 1e+25 m^-3, E = 0.1738 eV: 13.907 and 14.535
  N = 1e+26 m^-3, E = 0.3125 eV: 4.710 and 5.238
```
